# A convexified phase field for faceted islands and its interface-width error

A phase-field calculation of a growing monolayer island needs an interface width before it can start. In two dimensions, halving the width at a fixed number of grid points across it multiplies the points by four and the explicit time steps by four, so the cost rises sixteenfold. The decision is how wide the interface may be before the computed island size reflects the width more than the growth law. It can be settled only if the equation has a limit as the grid is refined, and for a strongly faceted island the obvious equation does not guarantee one: it is ill posed wherever the edge takes an unstable orientation, as a circular seed does.

## The law to be reproduced

Let $\theta$ be the angle of the outward edge normal $\mathbf n$, $\mathbf t$ the tangent obtained by turning $\mathbf n$ by $+90^\circ$, and $\gamma(\theta)=\gamma_0a(\theta)$ the edge energy per length. The island gains free energy $g$ per area. A convex edge is described by its support function $H(\theta)=\max\mathbf x\cdot\mathbf n$. Its points are $\mathbf x=H\mathbf n+H'\mathbf t$, so $d\mathbf x/d\theta=(H+H'')\mathbf t$. Hence $ds=(H+H'')d\theta$ and the curvature is $\kappa=1/(H+H'')$. Two integrations by parts give the edge energy

$$\oint\gamma(H+H'')\,d\theta=\oint(\gamma+\gamma'')H\,d\theta .$$

Its variation is $\oint\kappa(\gamma+\gamma'')\,\delta H\,ds$. The area $\tfrac12\oint H(H+H'')d\theta$ varies by $\oint\delta H\,ds$. The force driving the edge outward is therefore $g-\kappa(\gamma+\gamma'')$. With linear, attachment-limited kinetics and an edge mobility $m_0a(\theta)$,

$$V=m_0a(\theta)\,[\,g-\kappa(\gamma+\gamma'')\,].$$

The mobility proportional to $a$ is a choice. The phase field below produces it when its relaxation coefficient is constant.

## The naive phase field

Let $\phi$ be 1 in the island and 0 outside, $\mathbf p=-\nabla\phi$, and $\Gamma(\mathbf p)=|\mathbf p|\,a(\theta_{\mathbf p})$. Take

$$F=\int\Big\{\frac{3\gamma_0}{w}\big[w^2\Gamma^2+\phi^2(1-\phi)^2\big]-g\,\phi^2(3-2\phi)\Big\}d^2x .$$

Define the flux $\mathbf J=\Gamma\nabla\Gamma$, the gradient of $\tfrac12\Gamma^2$ with respect to $\mathbf p$. Because $\delta\mathbf p=-\nabla\delta\phi$, integration by parts turns the gradient term into $+6\gamma_0w\,\nabla\cdot\mathbf J$ in $\delta F/\delta\phi$. Setting $(6w/m_0)\phi_t=-\delta F/\delta\phi$, and writing $D=m_0\gamma_0$ and $f=\phi(1-\phi)(1-2\phi)$, gives

$$\phi_t=D\Big[-\nabla\cdot\mathbf J-\frac{f}{w^2}\Big]+\frac{m_0g}{w}\phi(1-\phi).$$

A straight edge has the profile $\phi=1/(1+e^{s/(wa)})$, with $s$ measured outward. Then $\phi_s=-\phi(1-\phi)/(wa)$ and $\phi_{ss}=f/(wa)^2$. Since $\Gamma^2/2$ is homogeneous of degree two, $\mathbf p\cdot\mathbf J=\Gamma^2$, so $-\nabla\cdot\mathbf J=a^2\phi_{ss}$ and the bracket vanishes. What remains is $-V\phi_s=m_0g\phi(1-\phi)/w$, or $V=m_0ag$, as required. The two energy terms are equal, and their sum is

$$\frac{6\gamma_0}{w}\int\phi^2(1-\phi)^2ds=6\gamma_0a\int_0^1\phi(1-\phi)\,d\phi=\gamma_0a .$$

Straight edges thus have the right energy and speed. The fault appears when they are disturbed.

## What goes wrong

For a small change $\eta$ of $\phi$, $\mathbf J$ changes by $-\mathsf H\nabla\eta$, where $\mathsf H$ is the Hessian of $\tfrac12\Gamma^2$. The gradient part of the equation becomes $\eta_t=D\nabla\cdot(\mathsf H\nabla\eta)$, and a ripple of wavevector $\mathbf k$ grows at the rate $-D\,\mathbf k\cdot\mathsf H\mathbf k$. In polar coordinates $\tfrac12\Gamma^2=\tfrac12r^2a^2$, which gives

$$\mathsf H_{nn}=a^2,\quad \mathsf H_{nt}=aa',\quad \mathsf H_{tt}=a^2+a'^2+aa'',\quad \det\mathsf H=a^3(a+a'').$$

Where the stiffness $a+a''$ is negative, some ripples grow. Their rate increases as $k^2$, and the reaction terms, being bounded, cannot stop this at large $k$. On a grid, ripples only a few spacings long win, and refinement makes the growth faster.

For a sixfold edge energy, $a=1-\delta\cos6\theta$, the facets lie at $\theta=0^\circ,60^\circ,\dots$ and the stiffness is $1+35\delta\cos6\theta$. It becomes negative around $30^\circ$ once $\delta>1/35$. With $\delta=0.08$ this happens beyond $18.5^\circ$ from a facet. At $30^\circ$, where $a'=0$, the growth rate is $-a(a+a'')Dk^2=1.08\times1.80\,Dk^2=1.94\,Dk^2$. The discrete gradient operator described below, applied to a uniform slope with a small ripple, gives $1.94\,Dk^2$ too, with $k^2$ in its grid form.

## The repair, and where it must begin

Removing the negative stiffness beyond $18.5^\circ$ would stop the growth but would give the wrong edge energy, because an edge can lower its energy before it becomes unstable. It can break into segments of two other orientations with the same total edge vector. Let $\mathbf e$ be the corner direction at $30^\circ$, and use segments with normals at angles $\pm\beta$ from it, $\beta=30^\circ-\theta$. Splitting $\mathbf p=\mathbf p_1+\mathbf p_2$ between them costs $a(\theta)(|\mathbf p_1|+|\mathbf p_2|)$, while projection on $\mathbf e$ gives $(|\mathbf p_1|+|\mathbf p_2|)\cos\beta=\mathbf p\cdot\mathbf e$. The cost is $\mathbf p\cdot\mathbf e\;a(\theta)/\cos(30^\circ-\theta)$. Its minimum over $\theta$ satisfies

$$a'(\theta_m)=a(\theta_m)\tan(30^\circ-\theta_m),\qquad A=\frac{a(\theta_m)}{\cos(30^\circ-\theta_m)} .$$

The solution is $\theta_m=8.5^\circ$, so $43^\circ$ of every $60^\circ$ are missing from the equilibrium shape. The amplitude is $A=0.950/\cos21.5^\circ=1.021$. A straight edge at $30^\circ$ would cost 1.080, about 6% more than the broken one.

In the missing range we replace $a$ by $A\cos(\theta-30^\circ)$. Value and slope match at $\theta_m$, the stiffness is zero, and the flux is $\mathbf J=A^2(\mathbf p\cdot\mathbf e)\mathbf e$. The gradient term now changes a ripple at the rate $-DA^2(\mathbf k\cdot\mathbf e)^2$, which is never positive and vanishes for $\mathbf k$ perpendicular to $\mathbf e$. For a ripple along an edge at $30^\circ$, which is this neutral case, the discrete operator gives a rate of $-0.001\,Dk^2$, zero within its resolution.

The new $\tfrac12\Gamma^2$ is convex, and this makes the problem well posed. For two solutions with the same boundary conditions, the gradient terms contribute

$$-D\int(\mathbf p_1-\mathbf p_2)\cdot(\mathbf J_1-\mathbf J_2)\,d^2x\le0$$

to the time derivative of $\tfrac12\int(\phi_1-\phi_2)^2$. The reaction terms add at most a constant times the same integral. Equal initial data therefore give equal solutions.

Convexification is the cheap regularisation: the equation stays second order. It supplies no corner energy and no physical corner radius. If the rounding of the tips is itself the question, a higher-derivative term with its own length is needed.

## A solution to measure against

The equilibrium (Wulff) shape of scale $R$ has $H=Ra$. Let $u(\mathbf x)=\max_{\mathbf n}\mathbf x\cdot\mathbf n/a(\mathbf n)$, so that its edge is $u=R$. An edge point is $\mathbf x=R(a\mathbf n+a'\mathbf t)=R\,\nabla\Gamma(\mathbf n)$. The gradient of $u$ points along $\mathbf n$, say $\nabla u=\lambda\mathbf n$. Since $u$ is homogeneous of degree one, $\mathbf x\cdot\nabla u=u=R$, which gives $\lambda=1/a$. Therefore

$$\Gamma(\nabla u)=1,\qquad \nabla\Gamma(\nabla u)=\mathbf x/u .$$

Insert $\phi=\Phi(u,t)$ with $\Phi_u<0$. Then $\mathbf J=-\Phi_u\,\mathbf x/u$ and, in two dimensions,

$$-\nabla\cdot\mathbf J=u\Big(\frac{\Phi_u}{u}\Big)_u+\frac{2\Phi_u}{u}=\Phi_{uu}+\frac{\Phi_u}{u}.$$

The anisotropic problem has become the radial isotropic one, with $u$ as radius. Across a corner ray $\nabla u$ jumps, but all normals between its two values share $\nabla\Gamma=A\mathbf e$, so the flux is continuous. This is a weak solution, and by the argument above the only one for its initial data. It uses only allowed normals, so it also solves the unrepaired equation; the repair matters for shapes that contain missing orientations, such as a circular seed. Its contours have sharp corners at any $w$: widening the interface does not round them.

For the sharp edge, $\kappa(\gamma+\gamma'')=\gamma_0/R$ and $V=R'a$, so the growth law and its integral are

$$R'=m_0\Big(g-\frac{\gamma_0}{R}\Big),\qquad m_0g\,t=R-R_0+R_*\ln\frac{R-R_*}{R_0-R_*},\qquad R_*=\frac{\gamma_0}{g}.$$

The integral follows from $R/(R-R_*)=1+R_*/(R-R_*)$. Islands below $R_*$ shrink; those above it grow, and their speed tends to $m_0g$.

## How the width enters

Set $z=(u-R)/w$ and $v=R'/D$, with $R$ defined by $\Phi=\tfrac12$. Multiplying the radial equation by $w^2/D$ gives

$$\frac{w^2}{D}\Phi_t-wv\Phi_z=\Phi_{zz}-f(\Phi)+\frac{w\Phi_z}{R+wz}+\frac{w}{R_*}\Phi(1-\Phi),$$

where $\Phi_t$ is taken at fixed $z$. Expand $\Phi=q+w^2\phi_2+w^3\phi_3+\dots$ and $v=v_0+w^2v_2+\dots$. Order zero gives $q'=-q(1-q)$. Order one then gives $v_0=1/R_*-1/R$, the sharp law, with no profile correction. With $L=\partial_z^2-f'(q)$, the next two orders are

$$L\phi_2=\frac{zq'}{R^2},\qquad L\phi_3=-\frac{\phi_2'+(1-2q)\phi_2}{R_*}-v_2q'-\frac{z^2q'}{R^3},$$

where $v_0+1/R=1/R_*$ was used. The first source is odd and orthogonal to $q'$, which is why $v$ has no term linear in $w$; $\phi_2$ is odd.

Multiply the second equation by $q'$ and integrate. The left side vanishes because $L$ is self-adjoint and $Lq'=0$. From $q''=-(1-2q)q'$, both integrals containing $\phi_2$ reduce to $-\int q''\phi_2$, so together they contribute $+(2/R_*)\int q''\phi_2$. From $L(zq')=2q''$,

$$\int q''\phi_2\,dz=\tfrac12\int zq'\,L\phi_2\,dz=\frac{1}{2R^2}\int z^2q'^2dz .$$

Hence $v_2=C\,(1/R_*-1/R)/R^2$ with $C=\int z^2q'^2/\int q'^2$. To find $C$, use $q$ as the variable, with $e^z=(1-q)/q$:

$$\int e^{\lambda z}q'^2dz=\int_0^1q^{1-\lambda}(1-q)^{1+\lambda}dq=\frac{1-\lambda^2}{6}\,\frac{\pi\lambda}{\sin\pi\lambda}.$$

Relative to its value at $\lambda=0$, the coefficient of $\lambda^2$ is $\pi^2/6-1$, which equals $C/2$. The width law is

$$R'=m_0\Big(g-\frac{\gamma_0}{R}\Big)\Big[1+\Big(\frac{\pi^2}{3}-2\Big)\frac{w^2}{R^2}+\dots\Big].$$

A wide interface makes a supercritical island grow too fast and, at this order, leaves the critical size alone. The expansion needs $w$ to be small against both $R$ and $R_*$. There is also a firm limit: a small disturbance of $\phi=0$ changes at the rate $-D/w^2+m_0g/w$, so the empty terrace is stable only for $w<R_*$.

## The discrete scheme

Each square cell has two $x$-differences and two $y$-differences, which combine into four corner gradients. The discrete energy averages $\tfrac12\Gamma^2$ over these four. It is convex, being a sum of convex functions of linear combinations of nodal values, and its derivative supplies the flux.

For constant $\mathsf H$, write $s_i=\sin(k_ih/2)$ and $c_i=\cos(k_ih/2)$. The decay rate of a grid wave is

$$\frac{4D}{h^2}\big[\mathsf H_{xx}s_1^2+\mathsf H_{yy}s_2^2+2\mathsf H_{xy}s_1c_1s_2c_2\big].$$

Since $|\mathsf H_{xy}|\le\sqrt{\mathsf H_{xx}\mathsf H_{yy}}$, the last term is at most $\mathsf H_{xx}c_1^2+\mathsf H_{yy}c_2^2$, and the rate is at most $4D\,\mathrm{Tr}\,\mathsf H/h^2$. An explicit step must then stay below $h^2/(2D\,\mathrm{Tr}\,\mathsf H)$. The largest trace here is 4.34, and the runs use 0.9 of the limit.

## Numbers for a bismuth bilayer island

Take a bismuth (111) bilayer, one structural monolayer. Inversion and the threefold axis make the edge energy of a free bilayer sixfold. The round model values are $\gamma_0=0.30$ eV/nm, $g=0.060$ eV/nm² and $m_0=1.667$ nm³/(eV s). They give $R_*=0.30/0.060=5.0$ nm, $m_0g=0.10$ nm/s and $D=0.50$ nm²/s. From $R_0=10$ nm, the sharp solution after 60 s is $R=13.404$ nm (134.04 Å). The check is $3.404+5.0\ln(8.404/5.0)=6.00$ nm, equal to $0.10\times60$ nm.

Radial solutions give these excesses over the sharp radius:

| $w$ (nm) | excess (nm) | width law (nm) |
|---|---|---|
| 2.0 | 0.112 | 0.145 |
| 1.0 | 0.0346 | 0.0365 |
| 0.5 | 0.0090 | 0.0092 |

The law overestimates the computed excess by 30% at $w=2.0$ nm, by 6% at 1.0 nm and by about 1% at 0.5 nm. For this island and growth time, $w=1.0$ nm costs 1% of the 3.40 nm of growth, and $w=0.5$ nm about 0.3%.

The plane runs add a grid error, which must be judged against the radial solution at the same $w$. At $w=1.0$ nm and $h=0.333$ nm the radial value is 13.438 nm. The facets give 13.439 nm and the corners 13.403 nm. The corner value agrees with the sharp radius by accident: a width error of $+0.035$ nm cancels a deficit of $0.035$ nm. That deficit is the mean of a corner on a grid line (0.006 nm) and an oblique one (0.064 nm), and about half of it comes from interpolating across the kink when the corner is read off. At fixed $w=2.0$ nm, halving $h$ from 0.667 to 0.333 nm reduces the corner deficit from 0.049 to 0.029 nm, more slowly than second order. The slow part is the oblique corner (0.091 to 0.057 nm), where interpolation alone accounts for 0.065 and 0.029 nm; the corner on a grid line goes from 0.008 to 0.001 nm.

A circular seed, which has no self-similar solution, also becomes faceted. After 60 s at $w=1.0$ nm its corner-to-facet distance ratio is 1.106, against 1.109 for the Wulff shape. The run started from the Wulff shape on the same grid also gives 1.106, so the difference is of the size of the grid's corner error.

## What a real island would change

The material values are rough, and the model's island is not an observed one. At 350 K the drive is 5.3 meV per atom, and exponential instead of linear attachment would raise the speed of a straight edge by 9%. With assumed costs of 0.15 eV for an adatom hop and 0.50 eV for adatom formation, an attempt rate of $10^{13}$ per second, and supply from 100 nm away, depletion takes 4% of the excess adatoms. Because edge energy already cancels part of the drive, this slows the island by 5 to 6% at its final size. With a hop barrier 0.1 eV higher, keeping the same speed would take about 28 times the depletion, which is more than the whole excess. The island would therefore grow more slowly, and its growth would no longer be attachment-limited.

The assumption most open to doubt is the mobility. If attachment needs kinks costing 0.10 eV each, an edge at $\theta_m$ moves 2.6 times as readily as a facet, whereas the model has a ratio of 1.03. Fast off-facet edges would flatten the sides and also speed up the growth, because the sloping parts of each side take up atoms more readily than its middle. This gain in speed is not computed here and may far exceed the width error. The effect of flatness alone can be estimated by letting each side stay straight and move as a whole with the facet mobility. For such a flat-sided hexagon of inner radius $d=a(0)\rho$, the energy $4\sqrt3\,d\,\gamma(0)-2\sqrt3\,gd^2$ and perimeter $4\sqrt3\,d$ give $\rho'=m_0(g-\gamma_0/\rho)$, the same law. Started with equal area and equal facet mobility, it ends with an equal-area scale of 13.415 nm, so flatness alone adds only 0.011 nm. The shape changes more: the model's facets bulge by 0.48 nm, about one lattice constant, and thermal wandering at mid-facet, with the corners held fixed, is about 0.3 nm rms (0.30 nm with the stiffness at the facet centre, 0.32 nm with its fall along the side). That bulge should not be read as a prediction for a single island at one moment. If the mobilities of all edge orientations change by a common factor, the growth time scales inversely with it. A substrate would add a threefold part to the edge energy, which is left out here.

The remaining widths and grids are in the numerical output below.

## Calculated quantities

```
edge energy scale gamma0 = 0.30 eV/nm, delta = 0.08
drive g = 0.060 eV/nm^2, mobility m0 = 1.6667 nm^3/(eV s)
diffusivity m0*gamma0 = 0.500 nm^2/s
start scale = 10.0 nm, growth time = 60 s
limit of stable orientations = 18.49 deg from facet
edge of missing range theta_m = 8.52 deg from facet
missing range = 42.96 deg per corner
a at facet = 0.9200, at theta_m = 0.9498
corner amplitude A = 1.0207, raw a at 30 deg = 1.0800
Wulff area / R^2 = 2.8555
wrinkle growth/(D k^2), raw = 1.936
  same from stiffness formula = 1.944
  same after convexification = -0.0008
critical scale R* = 5.000 nm
atoms in critical island = 814
sharp final scale R = 13.40378 nm = 134.0378 angstrom
sharp final speed dR/dt = 0.06270 nm/s
width coefficient pi^2/3-2 = 1.28987
radial w=2.00 nm: R=13.51576, shift=0.11198, law=0.14524 nm
radial w=1.40 nm: R=13.46770, shift=0.06391, law=0.07146 nm
radial w=1.00 nm: R=13.43840, shift=0.03461, law=0.03653 nm
radial w=0.50 nm: R=13.41281, shift=0.00903, law=0.00915 nm
radial w=0.25 nm: R=13.40606, shift=0.00228, law=0.00229 nm
order in w from the two smallest widths = 1.986
extrapolated R at w=0 = 13.403810 nm
largest Hessian trace = 4.342
plane w=2.0 h=0.667 nm: R facet=13.518, corner=13.467 nm, max dphi=0.0106
plane w=2.0 h=0.333 nm: R facet=13.517, corner=13.487 nm, max dphi=0.0063
plane w=1.4 h=0.467 nm: R facet=13.469, corner=13.427 nm, max dphi=0.0132
plane w=1.0 h=0.333 nm: R facet=13.439, corner=13.403 nm, max dphi=0.0137
energy, w=1.0 run: start -0.212, end -8.112 eV
corner/facet distance: Wulff = 1.1094
  circular seed after growth = 1.1064
T = 350 K, kT = 0.03016 eV, lattice = 0.45 nm
area per atom = 0.0877 nm^2
drive per atom = 5.26 meV, supersat. = 1.191
nonlinear attachment raises drive by 9.3 %
barriers: hop 0.15, adatom 0.50, kink 0.10 eV
attempt rate = 1e+13 1/s, supply = 100 nm
adatom diffusivity = 3.50e+09 nm^2/s, c_eq = 7.20e-07 nm^-2
depletion uses 4.0 % of excess adatoms
facet length = 13.68 nm, stiffness = 1.14 eV/nm
thermal wandering at facet middle = 0.301 nm rms
kinks per site: thermal 0.0726, tilt 0.1730
kink mobility ratio theta_m/facet = 2.58
  model mobility ratio = 1.032
facet bulge in the model = 0.483 nm
equal-area R for flat facets = 13.4148 nm
```
